# Projected-range spread of ions with identical path lengths

An ion enters a target along the depth axis and stops after travelling a path of length $R$. Its projected range $X$ is the depth of the stopping point. Suppose that every ion has the same $R$, and that collisions turn its direction at a constant rate $\kappa$, an inverse length. For a given angular law of scattering, the only dimensionless combination is $q=\kappa R$, so the variance of the depth must have the form below, with a function $F$ that depends on that law:

$$\operatorname{Var}X=R^2F(q),\qquad F(0)=0 .$$

The zero at $q=0$ says that undeflected ions of equal path stop at equal depth. Symmetry about the depth axis makes the mean sideways displacement vanish, but it places no such condition on $F$ for $q>0$. The claim that projected-range spread comes from energy-loss fluctuations alone would require $F=0$ for every $q$. One solvable case shows that this is false.

## A counter-example: isotropic scattering

Let $s$ be the distance travelled along the path and $\mu(s)$ the cosine of the angle between the direction of motion and the depth axis. A step $ds$ advances the depth by $\mu\,ds$, so

$$X=\int_0^R\mu(s)\,ds,\qquad \mu(0)=1 .$$

Collisions occur independently with probability $\kappa\,ds$ in each step, and each gives the ion a completely random direction. The medium is taken as infinite, so an ion that turns back is still followed. Energy loss is the same smooth function of $s$ for all ions and does not fluctuate.

The probability of no collision up to $s$ is $e^{-\kappa s}$. In that case $\mu=1$; otherwise the direction is isotropic, with $\langle\mu\rangle=0$ and $\langle\mu^2\rangle=1/3$. Hence

$$\langle\mu(s)\rangle=e^{-\kappa s},\qquad
\langle\mu(s)^2\rangle=e^{-\kappa s}+\frac{1-e^{-\kappa s}}3=\frac{1+2e^{-\kappa s}}3 .$$

The mean depth is therefore

$$\langle X\rangle=\int_0^R e^{-\kappa s}ds=\frac{1-e^{-q}}{\kappa}.$$

For the mean square take two points $s<s'$. If a collision lies between them, $\mu(s')$ averages to zero independently of $\mu(s)$. If none does, which has probability $e^{-\kappa(s'-s)}$, the two cosines are equal. Thus

$$\langle\mu(s)\mu(s')\rangle=\frac{1+2e^{-\kappa s}}3e^{-\kappa(s'-s)}
=\frac{e^{-\kappa(s'-s)}+2e^{-\kappa s'}}3 .$$

The square of $X$ is a double integral over $0<s,s'<R$, which is twice the integral over $s<s'$. For the first term, a separation $t=s'-s$ is available over a length $R-t$:

$$\int_0^R(R-t)e^{-\kappa t}dt=\frac R\kappa-\frac{1-e^{-q}}{\kappa^2}.$$

For the second, integration over $s$ gives a factor $s'$:

$$2\int_0^R s'e^{-\kappa s'}ds'=\frac{2(1-e^{-q})}{\kappa^2}-\frac{2Re^{-q}}\kappa .$$

Adding the two and multiplying by $2/3$,

$$\langle X^2\rangle=\frac{2}{3\kappa^2}\left[q+1-e^{-q}-2qe^{-q}\right].$$

At $q=1$, in units $R=1$, the mean depth is $0.6321$ and $\langle X^2\rangle=\tfrac23(2-3e^{-1})=0.5976$. The variance is $0.5976-0.3996=0.1980$, so the standard deviation is $0.4450$. Every path has length 1, yet the depth spread is 45% of that length.

For small $q$ the bracket is $\tfrac32q^2-\tfrac56q^3+\dots$, so $\langle X^2\rangle/R^2=1-\tfrac59q+\dots$, while $\langle X\rangle^2/R^2=1-q+\dots$. Hence $F\simeq 4q/9$. For large $q$ the exponentials vanish and

$$\operatorname{Var}X\simeq\frac{2(q+1)}{3\kappa^2}-\frac1{\kappa^2}=\frac{2q-1}{3\kappa^2},$$

so $F\simeq2/(3q)$. The spread relative to the path length $R$ then falls, because the path consists of many nearly independent segments, but at fixed $\kappa$ the spread in length units grows as $\sqrt R$.

## The general statement

Now let the scattering law be general and let it change as the ion slows. The assumptions are these:

- all ions have the same $R$ and the same energy $E(s)$;
- collisions in separate path segments are independent, as in a random medium;
- the azimuth of each deflection is uniformly random;
- the medium is infinite and incidence is normal.

Let $N$ be the atomic density, $d\sigma$ the cross-section for a laboratory deflection $\psi$, and $P_l$ the Legendre polynomials. Define

$$\kappa_l(s)=N\int[1-P_l(\cos\psi)]\,d\sigma,\qquad K_l(s)=\int_0^s\kappa_l\,ds .$$

Then

$$\langle X\rangle=\int_0^R e^{-K_1(s)}ds,$$

$$\langle X^2\rangle=2\int_0^R\!ds\int_s^R\!ds'\;\frac{1+2e^{-K_2(s)}}3\,e^{-[K_1(s')-K_1(s)]}.$$

If the total collision rate is finite and deflections have nonzero probability before the end of the path, $\operatorname{Var}X>0$.

**Proof.** Write $c=\cos\psi$. A collision with azimuth $\varphi$ changes $\mu$ to

$$\mu'=\mu c+\sqrt{1-\mu^2}\sqrt{1-c^2}\cos\varphi .$$

The azimuthal average of $\cos\varphi$ is zero and that of $\cos^2\varphi$ is $1/2$. Therefore $\overline{\mu'}=\mu c$, and

$$\overline{\mu'^2}=\mu^2c^2+\tfrac12(1-\mu^2)(1-c^2).$$

Inserting this in $P_2(\mu')=(3\mu'^2-1)/2$ gives

$$\overline{P_2(\mu')}=\tfrac14(9\mu^2c^2-3\mu^2-3c^2+1)=P_2(\mu)P_2(c).$$

So for $l=1,2$ a collision multiplies the average of $P_l$ by $P_l(c)$. Summing over the collisions in a step $ds$,

$$\frac{d\langle P_l(\mu)\rangle}{ds}=-\kappa_l\langle P_l(\mu)\rangle,\qquad\langle P_l(\mu(s))\rangle=e^{-K_l(s)},$$

since $P_l(1)=1$ at the start. The case $l=1$, integrated over $s$, is the mean depth. Because $\mu^2=(1+2P_2)/3$, the case $l=2$ gives $\langle\mu(s)^2\rangle=(1+2e^{-K_2(s)})/3$.

If the direction at $s$ is known, the same equation for $l=1$, started there, gives the later average $\mu(s)e^{-[K_1(s')-K_1(s)]}$. Multiplying by $\mu(s)$ and averaging produces the integrand above.

For positivity, a finite collision rate leaves a nonzero probability of no deflection, and then $X=R$. There is also a nonzero probability of a deflection before $R$. It is followed by a flight of nonzero length with $\mu<1$, so $X<R$. Two different outcomes with nonzero probability give a nonzero variance. $\square$

Two rates suffice because $X^2$ contains two direction cosines. The full depth distribution is not fixed by these two rates.

## Constant rates and two weak-scattering laws

With constant $\kappa_1$ and $\kappa_2$, the integral over $s'$ is $(1-e^{-\kappa_1(R-s)})/\kappa_1$. Multiplying out leaves four elementary integrals:

$$\langle X^2\rangle=\frac{2}{3\kappa_1}\left[R-\frac{1-e^{-\kappa_1R}}{\kappa_1}+\frac{2(1-e^{-\kappa_2R})}{\kappa_2}-\frac{2(e^{-\kappa_1R}-e^{-\kappa_2R})}{\kappa_2-\kappa_1}\right].$$

Isotropic scattering is the limit $\kappa_2\to\kappa_1$.

For weak scattering, expand the two-point average to first order:

$$\langle\mu(s)\mu(s')\rangle\simeq1-\tfrac23\kappa_2s-\kappa_1(s'-s).$$

Over the triangle $s<s'$, both $s$ and $s'-s$ integrate to $R^3/6$. Hence $\langle X^2\rangle\simeq R^2-\tfrac29\kappa_2R^3-\tfrac13\kappa_1R^3$. Subtracting $\langle X\rangle^2\simeq R^2-\kappa_1R^3$,

$$\operatorname{Var}X\simeq\frac{R^3}{3}\left(2\kappa_1-\frac23\kappa_2\right)=\frac{R^3}{3}N\int(1-\cos\psi)^2d\sigma .$$

The last form follows from $2(1-c)-\tfrac23[1-P_2(c)]=2(1-c)-(1-c^2)=(1-c)^2$. It describes one collision: a deflection at $s$ shortens the depth by $(1-\cos\psi)(R-s)$, and integrating $(R-s)^2$ over the collision position $s$ supplies $R^3/3$.

In the opposite limit the direction diffuses through very many very small deflections. For small $\psi$, $1-P_1\simeq\psi^2/2$ and $1-P_2\simeq3\psi^2/2$, so $\kappa_2=3\kappa_1$ and the first-order variance vanishes. The second-order part of the two-point average is then

$$\frac{\kappa_1^2}{6}(s'-s)^2+\frac{\kappa_1^2}{3}(s'+2s)^2
=\kappa_1^2\left(\frac{s'^2}2+ss'+\frac{3s^2}2\right).$$

Over the triangle, $s'^2$, $ss'$ and $s^2$ integrate to $R^4/4$, $R^4/8$ and $R^4/12$, so each term contributes $\kappa_1^2R^4/8$. Doubling gives $\tfrac34\kappa_1^2R^4$ in $\langle X^2\rangle$. The corresponding term of $\langle X\rangle^2=R^2(1-\tfrac12\kappa_1R+\tfrac16\kappa_1^2R^2-\dots)^2$ is $(\tfrac14+\tfrac13)\kappa_1^2R^4=\tfrac7{12}\kappa_1^2R^4$. The difference is

$$\operatorname{Var}X\simeq\frac{\kappa_1^2R^4}{6}\qquad(\kappa_2=3\kappa_1,\ \kappa_1R\ll1).$$

At $\kappa_1R=0.1$ both laws have mean depth $0.9516R$, but the full formula gives a spread of $0.0385R$ for diffusion and $0.2019R$ for isotropic scattering. Equal mean shortening therefore does not imply equal spread. At $\kappa_1R=1$ the diffusion spread is $0.2365R$, whereas its weak-scattering law would give $0.4082R$; the expansion has failed there.

## Boron and arsenic in amorphous silicon

For real ions the rates follow from a collision model. Take 100 keV ions, a rough silicon density of $5\times10^{22}$ atoms/cm³, and target atoms at rest. Let $\rho=M_1/M_2$ be the ion-to-target mass ratio and $\theta$ the centre-of-mass deflection. Adding the centre-of-mass velocity to the ion's rotated relative velocity gives laboratory components proportional to $\rho+\cos\theta$ and $\sin\theta$, so

$$\cos\psi=\frac{\rho+\cos\theta}{\sqrt{1+2\rho\cos\theta+\rho^2}} .$$

The ratio of final to initial ion energy is $(1+2\rho\cos\theta+\rho^2)/(1+\rho)^2$. The energy transferred is therefore

$$T=\gamma E\sin^2\frac\theta2,\qquad\gamma=\frac{4\rho}{(1+\rho)^2}.$$

The same angle fixes both deflection and energy loss.

The cross-section is the Lindhard-Nielsen-Scharff form with the Winterbon-Sigmund-Sanders fit for a Thomas-Fermi atom:

$$d\sigma=\pi a^2\frac{f(x)}{x^2}dx,\quad x=\varepsilon\sin\frac\theta2,\quad f=\lambda x^{1/3}\left[1+(2\lambda x^{4/3})^{2/3}\right]^{-3/2},$$

with $\lambda=1.309$. Here $C=e^2/4\pi\epsilon_0$, $a_0$ is the Bohr radius, $D=Z_1^{2/3}+Z_2^{2/3}$, $a=0.88534\,a_0/\sqrt D$, and $\varepsilon=aM_2E/[(M_1+M_2)Z_1Z_2C]$. Electronic stopping is taken from Lindhard and Scharff,

$$S_e=Z_1^{1/6}\,8\pi Ca_0N\frac{Z_1Z_2}{D^{3/2}}\frac v{v_0},$$

where $v_0$ is the Bohr speed. The mean nuclear stopping is $S_n=N\int T\,d\sigma$, and the common path is $R=\int dE/(S_e+S_n)$ from 500 eV to 100 keV. Collisions below $x=0.01$ for boron and $0.001$ for arsenic are omitted.

For boron, $S_e+S_n=205.5+31.9=237.4$ eV/nm at the start, and $R=522.5$ nm. The initial rate $\kappa_1=4.43\times10^{-4}$ nm⁻¹, if kept constant, would give $\kappa_1R=0.23$. The actual integral down to 500 eV is $K_1(R)=4.69$, so scattering strengthens greatly as the ion slows, and the constant-rate formula is unsuitable. About three quarters of this integral accumulates below 10 keV, in the last eighth of the path, so its value depends strongly on the energy cutoff, while the depth moments hardly do. The general integrals give

$$\langle X\rangle=368.8\ \text{nm},\qquad\sigma_X=94.1\ \text{nm}.$$

This spread, 26% of the mean depth, arises with identical paths. A collision-by-collision simulation of 6000 ions, each forced to follow the same $E(s)$, tests the formula: it gives a mean of 368.4 nm and a spread of $94.1\pm1.6$ nm, the uncertainty being one statistical standard error. For arsenic, $R=66.6$ nm and the formula gives a mean of 56.9 nm and a spread of 6.6 nm; the simulation gives 57.0 and 6.6 nm.

## When energy loss fluctuates too

Now let each ion lose the energy $T$ of its own collisions, while electronic loss stays smooth. The path length $L$ then varies. In this homogeneous model the loss does not depend on direction, so the spread of $L$ is also the depth spread that the same loss histories would give with deflections switched off. All values are in nm. The first two columns of spreads come from samples of 6000 ions, with statistical errors of about 1 nm for boron and 0.2 nm for arsenic.

| Ion | Path spread | Depth spread | Depth spread, identical paths |
|---|---:|---:|---:|
| B | 71.7 | 102.7 | 94.1 |
| As | 22.3 | 20.9 | 6.6 |

For boron, angular scattering with identical paths produces more spread than loss fluctuations without deflection. For arsenic the order is reversed. The boron ranking holds for the identical-path ensemble, in which a strongly deflected ion does not pay the energy that the deflection costs; measured by the shortfall of the fully simulated ions, found below, the angular part is slightly smaller than the path spread. The correction to the misconception is thus not that energy-loss fluctuations are negligible.

The separate spreads do not combine in quadrature: for boron $\sqrt{94.1^2+71.7^2}=118.3$ nm, above the 102.7 nm of the full run. An identity that does hold uses the shortfall $D_X=L-X$ of the same ions:

$$\operatorname{Var}X=\operatorname{Var}L+\operatorname{Var}D_X-2\operatorname{Cov}(L,D_X).$$

The boron depth-path correlation is $0.755$, so $\operatorname{Cov}(L,X)=0.755\times71.7\times102.7\simeq5560$ nm². Then $\operatorname{Var}D_X=\operatorname{Var}L+\operatorname{Var}X-2\operatorname{Cov}(L,X)\simeq4570$ nm², a shortfall spread of about 68 nm. This is smaller than the 94.1 nm found when every ion follows the common $E(s)$ set by the mean stopping, so the two ensembles cannot simply be superposed.

For arsenic the correlation is $0.968$. The same arithmetic gives $\operatorname{Var}D_X\simeq32$ nm² and $\operatorname{Cov}(L,D_X)=\operatorname{Var}L-\operatorname{Cov}(L,X)\simeq46$ nm². Arsenic ions with longer paths thus tend to have larger shortfalls. Since twice the covariance exceeds $\operatorname{Var}D_X$, deflection makes the depth spread slightly smaller than the path spread.

One can also sort the fully simulated ions by path length and form groups of 50. Within the boron groups the root-mean-square path spread is only 4.7 nm, but the depth spread is 67.4 nm. The share of depth variance left at nearly equal path is $(67.4/102.7)^2=43\%$. For arsenic it is 6.5%. These shares need not equal the ratios of variances in the table, because selecting a path length also selects among collision histories in which loss and deflection are tied together.

## How far the numbers can be trusted

The largest model change sized here is in electronic stopping. Raising it by 30%, with identical paths retained, lowers the boron mean depth from 368.8 to 316.9 nm and its spread from 94.1 to 75.4 nm, a 20% reduction in spread. The arsenic spread changes from 6.6 to 6.3 nm. Lowering the energy cutoff to 5 eV and the collision cutoff to $x=10^{-5}$ changes the identical-path spreads to 94.0 nm for boron and 6.8 nm for arsenic. This tests only the convergence of the integrals: at that cutoff the distance between collisions is about 0.01 nm, far below the atomic spacing of about 0.27 nm, where separate binary collisions have no physical meaning. For arsenic the base cutoff already gives about one atomic spacing. The interatomic potential is not varied in the output below. Nuclear collisions supply 83% of the initial arsenic stopping, so for arsenic this choice matters more than the electronic stopping: other common screening fits lengthen the arsenic path by roughly 15 to 25%.

Electronic-loss fluctuations were sized in the full run as Gaussian noise, with Bohr's variance reduced by the Lindhard-Scharff low-speed factor. In a separate random sample with this noise, the boron path spread is 73.5 nm instead of 71.7 nm, and the depth spread is again 102.7 nm. Each value has a statistical error of about 1 nm, so the comparison shows only that the effect is no more than a few nanometres. The infinite medium also lets ions cross the surface plane and go on scattering beyond it. In the sample 0.33% of the boron ions crossed; leaving them out lowers the depth spread to 99.8 nm. No arsenic ion in the sample crossed.

Such energies and ions are used in silicon device doping. For 100 keV boron, measured depths are roughly 300 nm with a spread of roughly 70 nm, so the base model places boron too deep and spreads it too widely; the full run gives a mean of 390 nm and a spread of 103 nm. Electronic stopping stronger by 30% moves both numbers in the right direction but leaves both too large. Crystalline wafers break the assumption of independent collisions, because ions can be steered along open channels. That effect is not sized here. The model describes ions as they come to rest in amorphous silicon, before any annealing, and its lengths are estimates rather than process values. The numerical output below gives the remaining intermediate values.

## Calculated quantities

```
Constant rates, R = 1: law, kappa1*R, mean, spread, weak-limit
  diffusion 0.1  0.9516  0.0385  0.0408
  diffusion 1.0  0.6321  0.2365  0.4082
  isotropic 0.1  0.9516  0.2019  0.2108
  isotropic 1.0  0.6321  0.4450  0.6667
Start energy 100 keV, cutoff 500 eV
Silicon density 5.0e+22 atoms/cm3, ions 6000
Boron: screening length 0.01585 nm, reduced energy 11.299
  stopping at start: electronic 205.5, nuclear 31.9 eV/nm
  rates at start: kappa1 4.427e-04, kappa2 1.139e-03 1/nm
  common path 522.5 nm, K1 at end 4.692
  identical paths, formula: mean 368.8, spread 94.1 nm
  identical paths, simulated: mean 368.4, spread 94.1 +- 1.6 nm
  full run path: mean 520.3, spread 71.7 +- 0.9 nm
  full run depth: mean 389.8, spread 102.7 +- 1.2 nm
  quadrature sum of separate spreads 118.3 nm
  depth-path correlation 0.755
  equal-path groups: depth spread 67.4, path spread 4.7 nm
  share of depth variance within groups 43.1 %
  with electronic noise: path spread 73.5, depth spread 102.7 nm
  electronic stopping x1.3, identical paths: path 436.6, mean 316.9, spread 75.4 nm
  cutoffs lowered, identical paths: path 527.6, mean 368.4, spread 94.0 nm
  crossed surface 0.33 %, depth spread of the others 99.8 nm
Arsenic: screening length 0.01168 nm, reduced energy 0.479
  stopping at start: electronic 284.6, nuclear 1433.9 eV/nm
  rates at start: kappa1 2.321e-03, kappa2 6.853e-03 1/nm
  common path 66.6 nm, K1 at end 0.751
  identical paths, formula: mean 56.9, spread 6.6 nm
  identical paths, simulated: mean 57.0, spread 6.6 +- 0.1 nm
  full run path: mean 64.8, spread 22.3 +- 0.2 nm
  full run depth: mean 57.2, spread 20.9 +- 0.2 nm
  quadrature sum of separate spreads 23.3 nm
  depth-path correlation 0.968
  equal-path groups: depth spread 5.3, path spread 0.7 nm
  share of depth variance within groups 6.5 %
  with electronic noise: path spread 22.4, depth spread 20.9 nm
  electronic stopping x1.3, identical paths: path 64.4, mean 55.3, spread 6.3 nm
  cutoffs lowered, identical paths: path 67.5, mean 57.2, spread 6.8 nm
  crossed surface 0.00 %, depth spread of the others 20.9 nm
```
